# Composition Alone Does Not Fix the Differential-Scheme Permittivity of Three-Phase Films

An insulating film between two metal levels is made of organosilicate glass. Air pores lower its permittivity, and alumina particles, added for stiffness or heat conduction, raise it. An analysis of the finished film gives 50 % glass, 30 % air and 20 % alumina by volume. Do these three numbers determine the capacitance?

In the differential effective-medium scheme they do not. Two films with this composition come out on opposite sides of the permittivity of the dense glass: one slightly below it, the other above it. They differ in which inclusions are small and which are large.

## The rule for one small addition

Let $k$ be the relative permittivity of the composite made so far. The absolute permittivity is $\varepsilon_0k$, and $\varepsilon_0$ cancels from the mixing rule. All permittivities are real and static, and all phases are isotropic. Replace a small volume fraction $d\tau$ of the composite by spheres of permittivity $k_i$. The spheres are much larger than anything already present, so each one sees a uniform medium $k$.

For one sphere of radius $a$ in an applied field $E_0$, take the potentials

$$V_{\rm in}=-E_i r\cos\theta,\qquad V_{\rm out}=\left(-E_0r+\frac{A}{r^2}\right)\cos\theta .$$

Continuity of $V$ at $r=a$ gives $A/a^3=E_0-E_i$. Continuity of the normal displacement gives $k_iE_i=k(E_0+2A/a^3)=k(3E_0-2E_i)$. Hence

$$E_i=\frac{3k}{k_i+2k}E_0 .$$

The averaged displacement obeys $\langle D\rangle/\varepsilon_0=k\langle E\rangle+\langle(k_{\rm local}-k)E\rangle$. The last average comes from the new spheres and equals $d\tau\,(k_i-k)E_i$. Since it already contains $d\tau$, replacing $\langle E\rangle$ by $E_0$ in it costs only second order. With $\langle D\rangle/\varepsilon_0=(k+dk)\langle E\rangle$,

$$dk=F_i(k)\,d\tau,\qquad F_i(k)=\frac{3k(k_i-k)}{k_i+2k}. \tag{1}$$

The scheme repeats this step, treating the result each time as a new uniform medium. "First" therefore means "smaller in size". It does not mean earlier in the deposition process.

If a stage replaces a total fraction $v$, the surviving part of the old composite is $1-v=e^{-\tau}$, because each step leaves a fraction $1-d\tau$ of what was there. To integrate (1), write

$$\frac{k_i+2k}{3k(k_i-k)}=\frac{1}{3k}+\frac{1}{k_i-k},$$

which is confirmed by putting the right side over a common denominator. Integrating from $k_0$ to $k$ gives $\tfrac13\ln(k/k_0)-\ln[(k_i-k)/(k_i-k_0)]=\tau$, or

$$\frac{k_i-k}{k_i-k_0}\left(\frac{k_0}{k}\right)^{1/3}=1-v. \tag{2}$$

## Two films with the same composition

Subscripts $m,p,h$ denote matrix, pores and high-permittivity particles. I take $k_m=2.9$, $k_p=1$ and $k_h=9.5$; the two solid values are rough typical ones. The final fractions are $\phi_m=0.50$, $\phi_p=0.30$ and $\phi_h=0.20$.

A later stage removes a representative sample of everything already present, including earlier inclusions. The first ingredient must therefore be overdosed. If air comes first with stage fraction $v$, the particle stage leaves $v(1-\phi_h)$ of it, so

$$v=\frac{\phi_p}{1-\phi_h}=\frac{0.30}{0.80}=0.375 .$$

If particles come first, they need $\phi_h/(1-\phi_p)=0.20/0.70=0.2857$. The last ingredient has a stage fraction equal to its final fraction.

**Pores first.** Equation (2) with $k_0=2.9$, $k_i=1$ and $1-v=0.625$, solved by numerical root finding, gives $k=2.0595$. Substitution shows the arithmetic:

$$\frac{1-2.0595}{1-2.9}\left(\frac{2.9}{2.0595}\right)^{1/3}=0.5576\times1.121=0.625 .$$

This porous glass is the host for the particles. With $k_0=2.0595$, $k_i=9.5$ and $1-v=0.80$, the root is $k=2.8595$:

$$\frac{9.5-2.8595}{9.5-2.0595}\left(\frac{2.0595}{2.8595}\right)^{1/3}=0.8925\times0.8964=0.800 .$$

**Particles first.** The first stage has $1-v=0.7143$ and raises $k$ from $2.9$ to $4.1763$. The air stage has $1-v=0.70$ and lowers it to $2.9888$:

$$\frac{1-2.9888}{1-4.1763}\left(\frac{4.1763}{2.9888}\right)^{1/3}=0.6261\times1.118=0.700 .$$

The results are $2.86$ and $2.99$. Their difference, $0.129$, is 4.5 % of the lower value. In the first film, the two additions together have lowered the permittivity of the glass by $0.04$; in the second, they have raised it by $0.09$. The composition does not even settle the sign of the change.

A different error must be kept apart from this one. Suppose the order is reversed but the stage fractions, 0.375 for air and 0.20 for particles, are left unchanged. The film then ends with 37.5 % air and $0.20\times0.625=12.5\,\%$ particles. Its permittivity differs partly because its composition differs. In the comparison above, the composition was held fixed.

## The general statement

Let $k_p<k_m\le k_h$, with both inclusions present and some matrix left. Among all protocols of the scheme that reach a given composition by adding pores and particles, without removal steps, adding all pores first gives the lowest permittivity. Adding all particles first gives the highest. Every other protocol lies between them.

### Coordinates for the protocols

When fractions $d\tau_p$ and $d\tau_h$ are replaced by air and particles,

$$d\phi_p=d\tau_p-\phi_p(d\tau_p+d\tau_h),\qquad d\phi_h=d\tau_h-\phi_h(d\tau_p+d\tau_h).$$

Define

$$u=\frac{\phi_p}{1-\phi_h},\qquad w=\frac{\phi_h}{1-\phi_p}.$$

Adding air multiplies both $\phi_h$ and $1-\phi_p$ by $1-d\tau_p$, so $w$ stays fixed. In the same way, adding particles leaves $u$ fixed. For an air step,

$$du=\frac{(1-\phi_p)d\tau_p}{1-\phi_h}-\frac{\phi_p\phi_h\,d\tau_p}{(1-\phi_h)^2}
=\frac{\phi_m}{(1-\phi_h)^2}d\tau_p ,$$

because $(1-\phi_p)(1-\phi_h)-\phi_p\phi_h=\phi_m$. Also $1-u=\phi_m/(1-\phi_h)$, hence $d\tau_p=(1-\phi_h)\,du/(1-u)$.

To express $\phi_h$ through $u$ and $w$, insert $\phi_p=u(1-\phi_h)$ into $\phi_h=w(1-\phi_p)$. This gives $\phi_h(1-uw)=w(1-u)$, and so $1-\phi_h=(1-w)/(1-uw)$. With the same argument for particles,

$$d\tau_p=M\,du,\quad M=\frac{1-w}{(1-u)(1-uw)};\qquad
d\tau_h=N\,dw,\quad N=\frac{1-u}{(1-w)(1-uw)}.$$

Every protocol is now a path from $(0,0)$ to a fixed corner $(U,W)$ along which neither coordinate decreases. Here $U=0.375$ and $W=0.2857$, the two first-stage fractions found above. Pores first follows the lower and right edges of the rectangle. Particles first follows the left and upper edges.

### Exchanging two small steps

Cross a small cell $du\,dw$ in the two possible orders. If air comes first, the particle step uses $N$ at $u+du$ and $F_h$ at $k+MF_p\,du$. Its mixed second-order term is therefore $(N_uF_h+MNF_pF_h')\,du\,dw$, where $N_u=\partial N/\partial u$ and a prime means $d/dk$. The other order gives $(M_wF_p+MNF_hF_p')\,du\,dw$. Terms in $du^2$ and $dw^2$ agree to this order. Direct differentiation gives

$$N_u=\frac{1}{1-w}\,\frac{-(1-uw)+w(1-u)}{(1-uw)^2}=-\frac{1}{(1-uw)^2},$$

and by symmetry $M_w$ has the same value, while $MN=1/(1-uw)^2$. The pores-first result minus the particles-first result is thus, to leading order,

$$\delta k=\frac{C(k)}{(1-uw)^2}\,du\,dw,\qquad
C=F_p(1+F_h')-F_h(1+F_p'). \tag{3}$$

For spheres,

$$F_i'=\frac{3(k_i^2-2k_ik-2k^2)}{(k_i+2k)^2},\qquad
1+F_i'=\frac{2(k_i-k)(2k_i+k)}{(k_i+2k)^2}.$$

Dividing by $F_i$ and using $2k_i+k=2(k_i+2k)-3k$,

$$\frac{1+F_i'}{F_i}=\frac{2(2k_i+k)}{3k(k_i+2k)}=\frac{4}{3k}-\frac{2}{k_i+2k}.$$

The first term is common to both inclusions and cancels from $C$:

$$C=2F_pF_h\left(\frac1{k_p+2k}-\frac1{k_h+2k}\right)
=\frac{18k^2(k_p-k)(k_h-k)(k_h-k_p)}{(k_p+2k)^2(k_h+2k)^2}. \tag{4}$$

The division required $F_i\ne0$, but the final expression also holds at those points by continuity.

### From one cell to the whole film

For $k_p<k<k_h$, the factors in (4) make $C$ negative. The composite stays in this interval: equation (2) shows that $k$ reaches $k_i$ only when $v=1$, when no matrix is left. If $k_m=k_h$, then $k$ equals $k_h$ until the first air is added and lies below it afterwards.

Now take a path made of small steps and replace one "particles, then air" corner by "air, then particles". By (3), $k$ is lower after that corner. The remaining additions are the same for both films. They obey the same first-order differential equation in $k$, whose solutions cannot cross, so the lower value remains lower at the end.

Repeating the exchange sweeps any path onto the lower and right edges. With a mesh of side proportional to $1/n$, there are of order $n^2$ exchanges. Each changes the final $k$ by a term of order $1/n^2$ with the sign of $C$, plus an error of order $1/n^3$. The errors sum to order $1/n$ and vanish as the mesh is refined. The leading terms tend to an integral over the swept area, which is negative. Pores first is therefore lowest, and sweeping the other way shows that particles first is highest. Smooth protocols are limits of such stepped paths, so they are included.

One intermediate protocol adds air and particles together in the constant ratio $3:2$. Integrating $dk=(0.6F_p+0.4F_h)\,d\tau$ numerically until half the original glass remains gives $k=2.923$, between $2.860$ and $2.989$.

## What sets the sign and size

Written out, $C=(F_p-F_h)+(F_pF_h'-F_hF_p')$. The first bracket comes from the overdose of whichever ingredient is added first. It is negative here, since air lowers $k$ and particles raise it. The second bracket describes how each addition changes the response to the next. The negative sign of $C$ means that the sum favours the first ingredient: early air pulls the film down, and early particles pull it up.

Near the origin, $u\approx\phi_p$ and $w\approx\phi_h$, so the leading gap at small loading is $C(k_m)\phi_p\phi_h$. For the example, $C(2.9)=-1.491$, and the estimate is $-1.491\times0.30\times0.20=-0.089$. The full gap is $-0.129$. The estimate misses about 31 % of it, so these loadings are too large for the leading term alone.

A larger particle permittivity widens the gap. At the same composition and matrix permittivity, $k_h=20$ gives $3.26$ and $3.59$ for the two orders, while $k_h=80$ gives $3.76$ and $4.56$. In the small-loading law the growth is limited: as $k_h\to\infty$, equation (4) tends to the finite value $18k^2(k_p-k)/(k_p+2k)^2$.

The condition $k_m\le k_h$ matters. If the matrix lies above both inclusions, $(k_p-k)(k_h-k)$ is positive and the small-loading gap changes sign. For $k_m=12$ and fractions of 0.001 each, equation (2) gives a gap of $+0.861\,\phi_p\phi_h$. At larger loading, $k$ may fall through $k_h$, where $C$ changes sign. The extremal statement then no longer follows.

## Where composition is enough

Order drops out if $k_p=k_h$, because (4) then vanishes. It also drops out for two familiar averages. For layers parallel to the field, $k=\sum_i\phi_ik_i$, and one replacement gives $F_i=k_i-k$. Then $1+F_i'=0$ and $C=0$. For layers in series, $1/k=\sum_i\phi_i/k_i$, and

$$F_i=k-\frac{k^2}{k_i},\qquad 1+F_i'=2-\frac{2k}{k_i}=\frac{2F_i}{k},$$

so the two terms of $C$ cancel again. These averages give $3.65$ and $2.03$ for the example, whatever the order. Their independence of history is a property of those formulas and cannot be carried over to spheres in the differential scheme.

Making the particles identical to the matrix does not remove the effect. With $k_h=k_m=2.9$, adding particles first changes nothing, and the pores then enter uniform glass. If pores come first, large solid glass spheres are placed in porous glass, and the pores are confined to the regions between them. Both films contain 30 % air and 70 % glass, yet the pores-first film is lower by $0.0045$. The difference is small, but it comes purely from the arrangement.

## Reading a measured capacitance

For a film of thickness $t=1000$ nm, the capacitance per area is $\varepsilon_0k/t$. The two orders give $2.53$ and $2.65$ nF/cm². Suppose a pores-first film with 30 % air is interpreted by the particles-first formula, with the particle fraction held at 20 % and glass filling the rest. Solving for the air fraction that reproduces $k=2.8595$ gives 35.5 %. The wrong hierarchy has created 5.5 percentage points of porosity.

The glass and alumina permittivities are in the usual range for these materials, but 20 % alumina is not typical of an on-chip low-permittivity film, since it undoes the benefit of the pores. Another strong assumption for a real film is the separation of sizes. If the coarse inclusions have a radius of 10 nm, the fine ones must be much smaller, and the scheme also asks for a wide range of sizes within each stage. A narrower distribution can be modelled by the Maxwell Garnett rule in each stage,

$$\frac{k'-k}{k'+2k}=v\,\frac{k_i-k}{k_i+2k},$$

which equates the dipole of a large composite sphere to the sum of the dipoles of its inclusions. It gives $2.835$ and $2.985$: the order still matters, and the gap grows to $0.150$. If pores and particles have similar sizes, neither ordered film describes the structure, and these figures do not size that error.

The effect of shape can be estimated for moderately elongated inclusions. For randomly oriented ellipsoids, the rate becomes $F_i=\tfrac13\sum_j k(k_i-k)/[k+L_j(k_i-k)]$, where the three depolarization factors $L_j$ sum to one; $L_j=1/3$ restores (1). Elongated spheroids with axis ratio 2 give $2.882$ and $2.992$, again by numerical integration. These are shifts of $0.023$ and $0.003$. Extreme shapes do more: if both inclusions are very thin, randomly oriented plates, the same rate gives about $3.13$ for pores first and $2.80$ for particles first. The order of the two films is then reversed. Already at a thickness-to-diameter ratio of 1:5 the two values nearly coincide, at about $2.96$, so the ordering found above should not be carried over to films in which both pores and particles are flat. If only one of them is flattened to 1:5, the order survives: $2.82$ and $2.90$ for flat pores, $3.00$ and $3.06$ for flat particles. The electrodes also have a small effect. Keeping a 10 nm layer at each electrode free of coarse inclusions, moving those inclusions into the core and combining the layers in series lowers the two results by $0.004$ and $0.005$.

A little moisture can hide most of the effect. Let water, with a rough permittivity of 80, replace air in 1 % of the film volume, and add it as spheres directly after the air. The two permittivities rise by $0.10$ and $0.11$, nearly the size of the gap. The shift depends strongly on where the water sits: the same amount spread as a continuous layer over the pore walls, with the same permittivity, would raise them by about $0.85$ and $0.73$. These two figures show only how sensitive the model is. In pores of 10 nm radius the layer would be about 0.11 nm thick, less than the size of a water molecule, so a continuous film with the permittivity of bulk water is not realistic there. Uncertain inputs also count: for the pores-first film, raising $k_m$ by $0.1$ adds $0.058$, and raising $k_h$ by 10 % adds $0.055$. Warming by 100 K, at a rough $10^{-4}$ per kelvin for both solids, adds $0.023$ and $0.025$ for the two orders. An error of 4.5 % in the film thickness would by itself imitate the whole gap. One capacitance value therefore cannot reveal the hierarchy unless the film is dry and its thickness, its composition and the permittivities of its constituents are known accurately enough to resolve such a difference.

The linear, static treatment is less of a concern. At 10 V the mean field is 0.1 MV/cm. Multiplying the enhancement at the pole of a coarse particle, $3k_h/(k_h+2k)$, by that in a small pore in glass, $3k_m/(1+2k_m)$, gives a local field of about 0.27 MV/cm when $k$ is that of the porous host, $2.06$. Allowing for the field in that host being somewhat above the film average keeps the estimate at about 0.27 to 0.30 MV/cm for isolated inclusions; narrow gaps between nearly touching particles would give more. This is well below the few MV/cm, roughly, at which dense dielectrics break down. Air in a wide gap breaks down at a much lower field, but the voltage across a pore of 10 nm radius is only about 0.26 V. An electron crossing the pore therefore gains far less than the more than 10 eV needed to ionize a nitrogen or oxygen molecule. At 10 GHz the phase change across a 10 nm radius is about $4\times10^{-6}$ rad, so the quasi-static field is adequate.

What has to accompany the composition is the size hierarchy. If the inclusions are roughly spherical and their sizes well separated, an image showing whether the pores lie in the walls between large particles, or the particles lie in the walls between large pores, tells which of the two calculations is the closer one.
